The Wichmann-Kroll potential at large distance and its level shifts, part 2

One electron of charge −1 is bound to a static, spherically symmetric nucleus of charge Z and infinite mass. Units are atomic, ħ = m = e = 1, unless ħ = c = 1 is stated. Then c = 1/α, the unit of length is the Bohr radius a₀, the reduced Compton length is ƛ = ħ/mc = α, and the critical field is c³.

One-loop vacuum polarization by the nucleus, to first order in the electron's charge, gives the Uehling potential V_U, linear in Z, and the Wichmann-Kroll (WK) potential, in Z³, Z⁵, …. The Z³ term at r ≫ ƛ, called the tail, is

V_WK(r) = +2α⁷Z³/(225π r⁵),   (1)

The uniform-field Euler-Heisenberg (EH) Lagrangian, whose ε⁴ and ε⁶ coefficients (a4 and a6 in the table; ε is field over critical field) are 1/(360π²) and 1/(630π²), gives

δV(r) = 2α⁷Z³/(225π r⁵) + 4α¹³Z⁵/(945π r⁹) + …   (7)

Field gradients correct (1) by a leading relative amount 5.02(ƛ/r)², a coefficient quoted from the full Z³ potential. Terms quadratic in the electron's field, with angular factor 10/3, give an r⁻⁴ interaction. At electron-nucleus distance R, a cutoff at ƛ gives its size, but neither coefficient nor sign:

2 · (α⁷/360π²) · (40π/3) Z²/(αR⁴) = 2α⁶Z²/(27πR⁴).   (8)

The table's shell integrals check (1) by Gauss's theorem for R = 1: 4π/5 outside, zero inside.

Schrödinger states have quantum numbers n and l, normalized reduced radial function u(r), n_r = n − l − 1 and Λ = l(l+1). At Z = 1,

⟨r⁻³⟩ = 1/[n³ l(l+½)(l+1)],

⟨r⁻⁴⟩ = 2(3n² − Λ)⟨r⁻³⟩/[n²(4Λ−3)].

For general Z and l ≥ 2,

⟨r⁻⁵⟩ = Z⁵[5n² − 3l(l+1) + 1] / [2n⁵(l−1)(l−½)l(l+½)(l+1)(l+3/2)(l+2)].   (10)

"The program" is the accompanying numerical check. In first-order perturbation theory the tail shifts the level by

ΔE_WK = (α⁷Z⁸/225π)[5n² − 3l(l+1) + 1] / [n⁵(l−1)(l−½)l(l+½)(l+1)(l+3/2)(l+2)],  l ≥ 2.   (11)

It is positive, since l ≤ n − 1 makes 3l(l+1) < 3n². It decreases with l at fixed n, because the numerator falls and the denominator grows. For n ≫ l ≫ 1 it behaves as n⁻³l⁻⁷. For the circular state l = n − 1, u² ∝ r^(2n)e^(−2Zr/n), and ∫ρ^k e^(−ρ)dρ = k! gives directly

⟨r⁻⁵⟩ = (2Z/n)⁵(2n−5)!/(2n)! = Z⁵n⁻¹⁰/[(1−1/2n)(1−2/2n)(1−3/2n)(1−4/2n)].   (12)

As n → ∞ this tends to Z⁵n⁻¹⁰(1 + 5/n), a form the program tests at n = 500, and the shift approaches V_WK on the Bohr orbit r = n²/Z.

The factor l − 1 in the denominator marks where the tail alone stops being enough. Near the origin u ≈ 𝒩r^(l+1). To find 𝒩, write u = 𝒩r^(l+1)e^(−ρ/2)F, with ρ = 2Zr/n and F the Laguerre polynomial L of degree n_r and index 2l+1 divided by its value (n+l)!/[n_r!(2l+1)!] at ρ = 0. The Laguerre norm with weight ρ^(2l+1)e^(−ρ) is (n+l)!/n_r!, and the three-term recurrence gives the extra factor ρ the diagonal element 2n_r + 2l + 2 = 2n. Normalizing u yields

𝒩² = (2Z/n)^(2l+3) (n+l)! / (2n (n−l−1)! [(2l+1)!]²).

The integrand of ⟨r⁻⁵⟩ starts as 𝒩²r^(2l−3). For l = 1 this is 𝒩²/r, and the integral grows as the logarithm of the lower limit, as the program tests for n = 5. The true potential cuts it off near ƛ and the wave function near 1/Z, so P levels shift by (2α⁷Z³/225π)𝒩² ln(1/Zα) plus a constant of the same order that needs the full potential. For l = 0 the divergence is quadratic, and at leading order in Zα the shift comes from r ~ ƛ. For l ≥ 2 the region r ≲ ƛ, where the potential has the size α⁷Z³/ƛ⁵ and the probability is of order 𝒩²ƛ^(2l+3), contributes a fraction of order (Zα)^(2l−2) of (11). The gradient correction contributes a pure number times ƛ²⟨r⁻⁷⟩/⟨r⁻⁵⟩, of order (Zα)², finite for l ≥ 3 and logarithmic for l = 2.

The comparison with the Uehling term takes as input the renormalized one-loop polarization function. With ħ = c = 1 it multiplies the Coulomb interaction −4πZα/q² by 1 + Π, where Π = (2α/π)∫₀¹dx x(1−x) ln[1 + x(1−x)q²/m²]. Put v = 1 − 2x, so x(1−x) = (1−v²)/4, and use the symmetry in v to get Π = (α/2π)∫₀¹dv(1−v²) ln[1 + (1−v²)q²/4m²]. Integration by parts with the antiderivative v − v³/3 has no boundary terms, since the antiderivative vanishes at v = 0 and the logarithm at v = 1, and gives

Π/q² = (α/π) ∫₀¹dv [v²(1 − v²/3)/(1−v²)] / [q² + 4m²/(1−v²)].

Set t = (1−v²)^(−1/2). Then v dv = dt/t³, v = √(t²−1)/t and 1 − v²/3 = (2/3)(1 + 1/2t²). The transform of 4π/(q²+μ²) is e^(−μr)/r, and in atomic units

V_U(r) = −(2αZ/3πr) ∫₁^∞dt (1 + 1/2t²) √(t²−1) t⁻² e^(−2ctr).   (13)

It is attractive and, at r ≫ ƛ, falls as e^(−2r/ƛ) times a power of r, with decay length ƛ/2. To leading order in Zα, u² may be replaced by 𝒩²r^(2l+2), and ∫r^(2l+1)e^(−2ctr)dr = (2l+1)!(α/2t)^(2l+2). The t integrals follow from w = 1/t², which gives ∫₁^∞t^(−a)√(t²−1)dt = ½∫₀¹w^(a/2−2)(1−w)^(1/2)dw = ½B(a/2 − 1, 3/2), with B the Euler beta function. For a = 2l+4 and 2l+6,

ΔE_U ≈ −(2αZ/3π)𝒩²(2l+1)!(α/2)^(2l+2)[½B(l+1, 3/2) + ¼B(l+2, 3/2)].   (14)

For l = 0, 𝒩² = 4Z³/n³ and the bracket is 1/3 + 1/15 = 2/5, so ΔE_U = −4α³Z⁴/(15πn³). In general ΔE_U ∝ α^(2l+3)Z^(2l+4), and dividing by α⁷Z⁸ gives

|ΔE_U/ΔE_WK| ∝ (Zα)^(2l−4).

The two are of the same order for l = 2, and for l ≥ 3 the tail wins parametrically at small Zα. The program tests (14) against the full average of (13) at Z = 0.1, and tests the exponent 2l − 4 by doubling Z, for l = 2, 3 and 7.

At Zα ≈ 0.4 the averages should be taken with Dirac states. Let x = r/ƛ, ζ = Zα, η the energy in units of mc², λ = √(1−η²), and κ = −(l+1) for j = l + ½ or κ = l for j = l − ½. The radial equations are

dP/dx + κP/x = (1 + η + ζ/x)Q,  dQ/dx − κQ/x = (1 − η − ζ/x)P.

Put ρ = 2λx, P = √(1+η)e^(−ρ/2)(A+B) and Q = −√(1−η)e^(−ρ/2)(A−B). Divide the first equation by 2λ√(1+η)e^(−ρ/2) and the second by −2λ√(1−η)e^(−ρ/2), and use √((1−η)/(1+η)) = (1−η)/λ = λ/(1+η). With primes for d/dρ,

(A+B)′ − ½(A+B) + κ(A+B)/ρ = −[½ + ζ(1−η)/λρ](A−B),

(A−B)′ − ½(A−B) − κ(A−B)/ρ = −[½ − ζ(1+η)/λρ](A+B).

Half their sum and half their difference, with ν = ζη/λ and N = ζ/λ, are

ρA′ = νA + (N−κ)B,  ρB′ = (ρ−ν)B − (N+κ)A.

Insert A = Σa_kρ^(γ+k) and B = Σb_kρ^(γ+k). Then (γ+k−ν)a_k = (N−κ)b_k and (γ+k+ν)b_k = b_(k−1) − (N+κ)a_k. At k = 0 these are compatible only if γ² − ν² = κ² − N², and N² − ν² = ζ² gives γ = √(κ²−ζ²). Eliminating a_k leaves k(2γ+k)b_k = (γ+k−ν)b_(k−1). An endless series grows as e^ρ, so a bound state needs ν = γ + n_D, with n_D = n − |κ| an integer, which fixes N = √((n_D+γ)² + ζ²) and η = (n_D+γ)/N. Then b_k/b_(k−1) = (k−n_D)/[k(2γ+k)] and, from a_k = (N−κ)b_k/(k−n_D), a_k/a_(k−1) = (k−1−n_D)/[k(2γ+k)], with a₀ = N − κ and b₀ = −n_D. In atomic units ρ = 2Zr/N. The density P² + Q² is ρ^(2γ)e^(−ρ) times a polynomial Σc_kρ^k, so

⟨r⁻⁵⟩ = (2Z/N)⁵ Σc_kΓ(2γ+k−4) / Σc_kΓ(2γ+k+1).   (15)

Convergence needs 2γ − 5 > −1, that is γ > 2. This holds for |κ| ≥ 3 and fails for κ = 2, the level l = 2, j = 3/2, whose small component has l = 1. The program tests that these functions satisfy the radial equations and that (15) reduces to (10) at small Z.

The example is hydrogen-like cerium, Ce⁵⁷⁺, with Z = 58 and n = 8, a point nucleus and no recoil. With 1/α = 137.036, Zα = 0.423246 and 2/(225π) = 0.00282942, the prefactor of ⟨r⁻⁵⟩/Z⁵ is

2α⁷Z⁸/225π = 0.00282942 × (0.423246)⁸ × 137.036 × 27.2114 eV = 0.010865 eV.

Multiplying by (a₀/Z)⁵ = (0.529177 Å/58)⁵ gives the coefficient in (1), V_WK = 6.869 × 10⁻¹³ eV Å⁵/r⁵. The Bohr orbit lies at 64a₀/58 = 0.58392 Å, about 151 times ƛ = 0.00386159 Å. The field there is 1.85 × 10⁻⁵ of the critical field and V_WK = 1.012 × 10⁻¹¹ eV. For l = 7 the numerator of (10) is 320 − 168 + 1 = 153 and the denominator is 2 × 8⁵ × 6 × 6.5 × 7 × 7.5 × 8 × 8.5 × 9 = 65536 × 1253070, so ⟨r⁻⁵⟩/Z⁵ = 1.8631 × 10⁻⁹ and

ΔE_WK = 0.010865 eV × 1.8631 × 10⁻⁹ = 2.024 × 10⁻¹¹ eV = h × 4.89 kHz.

This is twice the potential on the Bohr orbit. Equation (12) accounts for it exactly, as 16⁴/(15·14·13·12) = 2.0, and shows that the limiting factor 1 + 5/n = 1.6 is not yet accurate at n = 8. The Schrödinger shifts along the n = 8 shell, with the full average of (13), are, in eV:

l = 2: WK +1.6 × 10⁻⁷, Uehling −6.4 × 10⁻⁷
l = 3: WK +1.0 × 10⁻⁸, Uehling −1.5 × 10⁻⁹
l = 4: WK +1.39 × 10⁻⁹, Uehling −2.1 × 10⁻¹²
l = 5: WK +2.83 × 10⁻¹⁰, Uehling −1.6 × 10⁻¹⁵
l = 6: WK +7.18 × 10⁻¹¹, Uehling −6.3 × 10⁻¹⁹
l = 7: WK +2.02 × 10⁻¹¹, Uehling −1.0 × 10⁻²²

At l = 2 the Uehling term is four times larger in magnitude than the tail shift (three times larger than the 2.2 × 10⁻⁷ eV given by the full Z³ potential), at l = 3 the tail leads by 9.9998/1.5465 = 6.5, and at l = 4 by more than 600. One-loop vacuum polarization therefore lowers the l = 2 level and raises the higher ones in this treatment. The program asserts the dominance of the tail with Dirac states of both j for l ≥ 4.

For l = 7, j = 15/2 the Dirac result is 2.04 × 10⁻¹¹ eV, or 4.93 kHz, which is 2.0407/2.0243 = 1.008 times the Schrödinger value. This follows from (15). The state has n_D = 0, so N = |κ| = n, the polynomial is a constant, and the ratio to (12) is the product of (2n−k)/(2γ−k) over k = 0 to 4. With 2n − 2γ ≈ ζ²/n = 0.0224 and 1/16 + 1/15 + 1/14 + 1/13 + 1/12 = 0.361, the excess is 0.8%. For j = 13/2 the shift is 2.05 × 10⁻¹¹ eV, 1.4% above the Schrödinger value, and for l = 3 the Dirac values 1.22 × 10⁻⁸ eV (j = 5/2) and 1.06 × 10⁻⁸ eV (j = 7/2) lie 22% and 6% above it.

Two features of the Uehling numbers show the limits of (14). First, for l = 7 the leading formula gives −2.22 × 10⁻²² eV and the full Schrödinger average −1.04 × 10⁻²² eV, a ratio of 0.47. For a circular state the radial integral is exact with 2ct replaced by 2ct + 2Z/n, so each t is reduced by (1 + Zα/nt)^(−16). At t = 1 this is (1.0529)^(−16) = 0.44, and it rises with t. The weight t^(−18) keeps t close to 1, so the ratio lies a little above 0.44. Second, the Dirac Uehling shift for j = l − ½ exceeds that for j = l + ½ by a factor between 2.7593/1.1169 = 2.5 at l = 7 and 5.8651/1.7861 = 3.3 at l = 3. At leading order in Zα the first radial equation gives Q ≈ ½(dP/dx + κP/x). For P ∝ x^(l+1) this cancels when κ = −(l+1) and equals (2l+1)P/2x when κ = l, which is not small at x ~ 1. Averaging Q² and P² against e^(−2tx)/x gives the ratio [(2l+1)²/4] (2l−1)! (2t)²/(2l+1)! = (2l+1)t²/2l, which exceeds 1. With t² averaged over the integrand that leads to (14), P² and Q² together give 2.7 times the P² part at l = 3 and 2.3 times at l = 7. The rest of the factors 3.3 and 2.5 is of higher order in Zα. So (14) holds at small Zα for j = l + ½, while for j = l − ½ the coefficient is more than doubled and the power of Zα is unchanged. As a result the tail leads at l = 3, j = 5/2 by only 1.2181/0.58651 = 2.1.

The accuracy of the tail as the Z³ shift is set by the gradient parameter ƛ²⟨r⁻⁷⟩/⟨r⁻⁵⟩, which is 1.05 × 10⁻², 2.1 × 10⁻³, 6.9 × 10⁻⁴, 2.6 × 10⁻⁴ and 1.0 × 10⁻⁴ for l = 3 to 7. These are Schrödinger averages, and for them the leading relative error of ΔE_WK is this parameter times the gradient coefficient 5.02. With Dirac states ⟨r⁻⁷⟩ needs 2γ − 7 > −1, that is γ > 3, which fails for l = 3, j = 5/2 (κ = 3), so the l = 3 estimate does not cover that level. This raises the l = 7 shift by 0.05%, the l = 4 shift by 1.1% and the l = 3 shift by 5.3%. At l = 3 the next moment ⟨r⁻⁹⟩ diverges logarithmically, and the full Z³ potential gives 6.7%. The l = 2 entry is only an estimate, the full Z³ shift being 37% larger. The Z⁵ r⁻⁹ term of (7) adds 2.7 × 10⁻²⁰ eV at l = 7, about 10⁻⁹ of the r⁻⁵ shift, though more than a hundred times the Schrödinger value of the Uehling term. The Z³ gradient terms are larger, 1.0 × 10⁻¹⁴ eV from r⁻⁷ and 1.5 × 10⁻¹⁷ eV from r⁻⁹. Recoil scales ⟨r⁻⁵⟩ by the fifth power of the reduced mass, a relative decrease of five times the electron-to-nucleus mass ratio, about 2 × 10⁻⁵ for a nucleus of some 2.6 × 10⁵ electron masses.

The shift is small against the other scales of the level. For l = 7 the binding energy is 715.65 eV and the Dirac fine-structure splitting is 0.2867 eV, so 2.04 × 10⁻¹¹ eV is 3 × 10⁻¹⁴ of the first and 7 × 10⁻¹¹ of the second. The electron's anomalous moment α/2π, taken here as known, multiplies the spin-orbit coupling by 1 + α/π at leading order and so changes the splitting by about 0.287 eV/(π × 137) = 7 × 10⁻⁴ eV. The cutoff estimate (8) averages to 3 × 10⁻¹⁰ eV, an order of magnitude above ΔE_WK, so that even at Z = 58 the r⁻⁴ interaction cannot be dropped beside (1) without a calculation of its coefficient. In the levels the ratio of (8) to (1) is proportional to ⟨r⁻⁴⟩/(Zα⟨r⁻⁵⟩), and the moments derived above give ⟨r⁻⁴⟩/⟨r⁻⁵⟩ = (3n² − Λ)(l−1)(l+2)/[Z(5n² − 3Λ + 1)]. This is n(n−2)/Z for circular states and tends to 3(l−1)(l+2)/5Z, independent of n, for n ≫ l. The r⁻⁵ term therefore gains in relative weight at high Z and low l, and loses it in hydrogen and in states of high l.

Table of computed values

```
1/(pi^2 a4) from Landau sum = 360 
1/(pi^2 a6) from Landau sum = 630 
shell integral inside R = -3.92175e-13 
shell integral outside R = 2.51327 
angular factor of quadratic term = 3.33369 
Example: hydrogen-like Ce57+, Z = 58, n = 8
1/alpha = 137.036 
Z alpha = 0.423246 
hartree = 27.2114 eV
Bohr radius = 0.529177 A
reduced Compton length = 0.00386159 A
2/(225 pi) = 0.00282942 
C5 = 6.86903e-13 eV A^5
test radius 3 lambda = 0.0115848 A
V full EH there = 0.00329546 eV
V r^-5 term there = 0.00329198 eV
V r^-9 term there = 3.46688e-06 eV
prefactor 2 alpha^7 Z^8/(225 pi) = 0.010865 eV
orbit radius n^2 a0/Z = 0.58392 A
field/critical field there = 1.85106e-05 
V_WK there = 1.01188e-11 eV
l=2 Schr: <r^-5>/Z^5=1.46775e-05 au, WK=1.5947e-07 eV, U=-6.4143e-07 eV
  Dirac j=5/2: WK=1.8079e-07 eV, U=-7.7322e-07 eV
l=3 Schr: <r^-5>/Z^5=9.20371e-07 au, WK=9.9998e-09 eV, U=-1.5465e-09 eV
  Dirac j=5/2: WK=1.2181e-08 eV, U=-5.8651e-09 eV
  Dirac j=7/2: WK=1.0627e-08 eV, U=-1.7861e-09 eV
l=4 Schr: <r^-5>/Z^5=1.27707e-07 au, WK=1.3875e-09 eV, U=-2.0823e-12 eV
  Dirac j=7/2: WK=1.5007e-09 eV, U=-6.7868e-12 eV
  Dirac j=9/2: WK=1.4374e-09 eV, U=-2.3403e-12 eV
l=5 Schr: <r^-5>/Z^5=2.60834e-08 au, WK=2.8340e-10 eV, U=-1.5816e-15 eV
  Dirac j=9/2: WK=2.9533e-10 eV, U=-4.6917e-15 eV
  Dirac j=11/2: WK=2.8966e-10 eV, U=-1.7434e-15 eV
l=6 Schr: <r^-5>/Z^5=6.60554e-09 au, WK=7.1769e-11 eV, U=-6.3360e-19 eV
  Dirac j=11/2: WK=7.3493e-11 eV, U=-1.7615e-18 eV
  Dirac j=13/2: WK=7.2758e-11 eV, U=-6.8805e-19 eV
l=7 Schr: <r^-5>/Z^5=1.86310e-09 au, WK=2.0243e-11 eV, U=-1.0409e-22 eV
  Dirac j=13/2: WK=2.0518e-11 eV, U=-2.7593e-22 eV
  Dirac j=15/2: WK=2.0407e-11 eV, U=-1.1169e-22 eV
lambda^2<r^-7>/<r^-5>, l=3..7: 1.05e-02 2.12e-03 6.85e-04 2.63e-04 1.02e-04
l=7 WK Schroedinger = 4.89463 kHz
l=7 j=15/2 WK Dirac = 4.9344 kHz
l=7 leading Uehling formula = -2.21997e-22 eV
l=7 r^-9 term = 2.73301e-20 eV
l=7 size of r^-4 term (cutoff lambda) = 3.29841e-10 eV
l=7 j=15/2 binding energy = 715.65 eV
l=7 fine-structure splitting = 0.286738 eV
```
